The Apparent Linewidth in High-Resolution Fluorescence-Detected Absorption, part 2

A calculated core-level absorption spectrum is a list of excitation energies and strengths. The opening question is which line shape and width to give each entry for comparison with high-resolution fluorescence-detected absorption (HERFD).

In resonant inelastic x-ray scattering (RIXS), an incident photon of energy Ω takes the ground state g to a core-excited intermediate state n. Emission of a photon of energy ω leaves a final state f. The state energies are Eg, En and Ef, with ħ = 1. HERFD scans Ω at fixed ω, a cut through the RIXS plane. The detunings are

x = Ω − (En − Eg)

δ = ω − (En − Ef).

The lifetime widths Γn and Γf, like all widths here, are full widths at half maximum. With a Lorentzian of unit area,

L(y; Γ) = (Γ/2π)/(y² + Γ²/4),

the steady-state signal for one pair n, f is, apart from constant factors,

I(x, δ) = 1/(x² + Γn²/4) · L(x − δ; Γf).

The first factor comes from the squared magnitude of the steady intermediate amplitude, which is proportional to 1/(x + iΓn/2). With the analyser at the emission maximum, δ = 0, the cut is

K(x) = C / {[x² + Γn²/4] [x² + Γf²/4]},

where C does not depend on x. Its reciprocal is

K(0)/K(x) = (1 + 4x²/Γn²)(1 + 4x²/Γf²),

which contains a quartic term, 16x⁴/(Γn²Γf²). The Lorentzian with the same height and curvature at the peak has width W, given by the inverse-square rule

1/W² = 1/Γn² + 1/Γf².

The true full width at half height, w, is smaller:

w² = ½[−(Γn² + Γf²) + √(Γn⁴ + 6Γn²Γf² + Γf⁴)].

The worked example has the model values Γn = 4 eV and Γf = 2 eV, which give W = 1.789 eV and w = 1.675 eV. A program checks the results numerically, in part by propagating the ground, intermediate and final amplitudes in time.

### 12. The wings and a usable line shape

Far from the peak the quartic term of the reciprocal dominates, and K falls as 1/x⁴. A Lorentzian falls as 1/x². No choice of width can remove this difference. At 5 eV from the peak in the example, the cut has the relative height

1/[(1 + 100/16)(1 + 100/4)] = 1/(7.25 · 26) = 0.0053.

The Lorentzian of width W has the relative height 0.031 at the same place, nearly six times as much. The ordinary absorption line of width Γn has 0.138. Weak features beside a strong line are therefore less covered by its tail in the cut than the width alone would suggest.

For a calculated spectrum it is as easy to use the true shape as the matched Lorentzian. Partial fractions give, for Γn ≠ Γf,

1/{[x² + Γn²/4][x² + Γf²/4]} = 4/(Γn² − Γf²) · {1/[x² + Γf²/4] − 1/[x² + Γn²/4]}.

On the right, 1/[x² + Γ²/4] = (2π/Γ) L(x; Γ). The bracket is therefore 2π[L(x; Γf)/Γf − L(x; Γn)/Γn], which is proportional to Γn L(x; Γf) − Γf L(x; Γn). Each L has unit area, so this combination has area Γn − Γf. The line shape of unit area is

k(x) = [Γn L(x; Γf) − Γf L(x; Γn)]/(Γn − Γf).

A program that can broaden with Lorentzians needs to do so twice and combine the results. If Γn > Γf, the narrow curve enters with a positive weight and the broad one with a negative weight, and their 1/x² tails cancel. The total is positive everywhere because it is proportional to the product K. For equal widths the formula becomes 0/0, and the product form should be used.

### 13. Other ways to reduce the plane

The same plane yields other widths when it is read differently. Suppose first that all emission energies are collected while Ω is scanned. The first factor of I does not depend on δ, and the unit area of the second gives

∫ I(x, δ) dδ = 1/(x² + Γn²/4).

The width is Γn, as in ordinary absorption. In the example it is 4 eV.

Suppose next that the emission spectrum is integrated over all incident energies around the resonance. The first factor is (2π/Γn) L(x; Γn), so we need the convolution of two Lorentzians. The inverse Fourier transform of exp(−Γ|t|/2) is

(1/2π) ∫ exp(−ixt − Γ|t|/2) dt = (1/2π)[1/(Γ/2 + ix) + 1/(Γ/2 − ix)] = L(x; Γ).

A convolution multiplies the transforms, and exp(−Γn|t|/2) · exp(−Γf|t|/2) = exp(−(Γn + Γf)|t|/2). Hence

∫ L(x; Γn) L(δ − x; Γf) dx = L(δ; Γn + Γf).

Since L(x − δ; Γf) = L(δ − x; Γf), this is the integral required. The emission line now has width Γn + Γf, which is 6 eV in the example. Numerical integration over the plane reproduces both widths.

Two further cuts can be read directly from I. At fixed Ω the first factor is constant, and the emission line has width Γf. At fixed energy transfer Ω − ω the second factor is constant, and a scan of Ω gives width Γn. A quoted width is therefore meaningful only together with the path through the plane.

### 14. When the analyser is off the emission maximum

If δ is not zero, the two factors have different centres, x = 0 and x = δ. At a maximum of the signal the logarithm of its reciprocal is stationary:

2x/[x² + Γn²/4] + 2(x − δ)/[(x − δ)² + Γf²/4] = 0.

For small δ the solution x is also small, and the squares in the denominators can be dropped to leading order:

8x/Γn² + 8(x − δ)/Γf² = 0.

Multiplication by Γn²Γf²/8 gives xΓf² + (x − δ)Γn² = 0, so

x = δ Γn²/(Γn² + Γf²).

An error in the analyser setting therefore shifts the apparent absorption energy. In the example a displacement of 0.2 eV should shift the peak by 0.2 · 16/20 = 0.16 eV, and the numerical maximum lies at 0.160 eV. When Γf is much smaller than Γn, the peak follows the analyser almost fully, because the narrow final-state factor fixes its position. This formula gives the shift of the peak of one isolated line. The displaced cut is not symmetric, and its centroid lies at δΓn/(Γn + Γf), which is 0.133 eV in the example. Bands much broader than the line shift by about this smaller amount, and the half-height point of a step edge shifts by 0.14 eV.

For a large displacement, one pair of states can produce two maxima. Take δ > 0 and follow the sign of the left side of the stationary condition, which is the slope of the logarithm of the reciprocal.

- At x = 0 the first term vanishes and the second is negative.
- At x = Γn/2 the first term is 2/Γn, and the second is smaller in magnitude than 2/(δ − Γn/2). The sum is positive if δ > 3Γn/2.
- At x = δ − Γf/2 the second term is −2/Γf, and the first is smaller than 2/(δ − Γf/2). The sum is negative if δ > 3Γf/2.
- At x = δ the second term vanishes and the first is positive.

If δ exceeds 3/2 times the larger width, these points lie in the order listed and the slope changes sign three times. The stationary condition is a cubic equation in x, so there are no further roots. The signal has two maxima with a minimum between them. This condition is sufficient, and splitting may begin at smaller δ.

In the example the condition is δ > 6 eV. At δ = 8 eV the maxima are found at 0.57 eV and 7.88 eV. The first lies near the absorption resonance and the second near the final-state resonance. Neither indicates a second absorption line.

### 15. Finite resolution

An analyser accepts a band of emission energies. Let its transmission be a Lorentzian of full width ΓA centred at δ = 0. In I only the final-state factor depends on δ, so the convolution result of section 13 gives

∫ L(δ; ΓA) L(x − δ; Γf) dδ = L(x; Γf + ΓA).

The earlier formulas remain valid if Γf is replaced by Γf + ΓA. With ΓA = 1 eV the effective final width is 3 eV. The rule then gives 4 · 3/√(16 + 9) = 2.40 eV, while the width at half height is 2.20 eV. The program obtains the latter by numerical integration over the analyser band and tests it against the formula for w.

If the transmission has another form, such as a Gaussian, the final-state Lorentzian must be convolved with that form before it is multiplied by the intermediate-state factor. The form matters: a Gaussian of full width 1 eV gives a cut of width 1.95 eV in the example, not 2.20 eV, so adding ΓA to Γf overestimates the width in that case. The bandwidth of the incident beam acts differently. For an incoherent spread of incident energies, the signals at different Ω are added. Both factors move with Ω, so the finished cut is convolved with the incident profile.

### 16. From one line to a spectrum

With several states, the steady-state argument gives an amplitude for each intermediate state. Amplitudes that lead to the same final state add before squaring, and different final states add as intensities. We assume that the decay does not mix the states and that all intermediate states share Γn and all final states share Γf. If Mfn is the product of the two transition matrix elements, then

I(Ω, ω) = Σf |Σn Mfn/(Ω − En + Eg + iΓn/2)|² · L(Ω − ω − Ef + Eg; Γf).

Suppose that the excited electron is a spectator: it stays in its orbital while the deep hole is filled. Each n then leads to its own final state. Suppose also that the emission energy En − Ef has the same value ω0 for all these pairs. On the cut ω = ω0, every pair has δ = 0, and

I(Ω, ω0) ∝ Σn |Mnn|² k(Ω − En + Eg).

If the emission matrix element is the same for all pairs, the weights |Mnn|² are proportional to the absorption strengths. The cut is then the absorption stick spectrum broadened with k in place of L(x; Γn). Under these conditions the answer to the opening question is to convolve with k, with the instrumental resolution included as in section 15. Comparison with a measurement further assumes that the detected fluorescence is proportional to this rate, which holds for thin or dilute samples but not when self-absorption in a thick, concentrated sample flattens the strong peaks.

As an example, take two equally strong states 2 eV apart, with the widths used before. Two equal Lorentzians a distance d apart have a minimum at their midpoint if the second derivative of each is positive there. For 1/(x² + a²) that derivative is (6x² − 2a²)/(x² + a²)³. With x = d/2 and a = Γn/2, the condition becomes 3d² > Γn². Here 3d² = 12 eV² and Γn² = 16 eV², so ordinary absorption does not separate the lines. The program finds one maximum, midway between them. The constant-emission cut has two maxima, at 0.06 eV and 1.94 eV measured from the lower state, and the midpoint lies at 0.725 of the maximum height. Each peak is drawn slightly towards the other by its neighbour's tail.

### 17. When the cut is not a sharpened absorption spectrum

The result changes if both intermediate states lead to the same final state. Let the analyser be set to the emission energy of the lower state, and let the two amplitudes have equal size and sign. With energies in eV and x measured from the lower state, the signal is

|1/(x + 2i) + 1/(x − 2 + 2i)|² · L(x; 2).

One final-state Lorentzian, centred at x = 0, now multiplies the whole squared sum. The program finds a single maximum at 0.04 eV, although there are two absorption resonances of equal strength.

The position can be checked by hand. The sum of the amplitudes is (2x − 2 + 4i)/[(x + 2i)(x − 2 + 2i)], and its squared magnitude is

4[(x − 1)² + 4]/{[x² + 4][(x − 2)² + 4]}.

At x = 0 the logarithm of this expression has slope −2/5 + 0 + 4/8 = 0.10 and second derivative 0.24 − 0.50 + 0 = −0.26, where the three terms come from the three brackets in order. The logarithm of L(x; 2) contributes a slope of about −2x. The total slope vanishes when 0.10 − 0.26x − 2x = 0, or x = 0.044, in agreement with the numerical maximum. The squared sum is symmetric about x = 1 and varies slowly between the two resonances, so the final-state factor decides where the maximum lies. With the analyser set to the emission energy of the upper state, that factor is centred at x = 2, and the symmetry x → 2 − x places the single maximum at 1.96 eV. With the analyser halfway between, the maximum lies at 1 eV.

Other departures can be judged from the same general expression. If the interaction between the excited electron and the hole differs between the intermediate and final states, En − Ef varies along the spectrum. Different lines are then cut at different δ, which changes their heights, positions and shapes. If one intermediate state leads to several final states, each contributes its own displaced cut. When every intermediate state has its own set of final states, with the same emission energies and the same relative strengths, the weighted sum of these displaced cuts is the same for every line and serves as one common broadening function, which differs from k and is in general asymmetric. When the emission energies or relative strengths vary from line to line, or when final states are shared, there is in general no single broadening function that turns the absorption strengths into the HERFD curve, and the sum over intermediate and final states has to be evaluated at the analyser energy.

Computed values

```
Intermediate width gn = 4.000 eV
Final width gf = 2.000 eV
Largest relative map error, propagation: 5.0e-07
Cut width from propagation = 1.6752 eV
Exact cut width w = 1.6752 eV = 61.562 mHartree
Rule width W = 1.7889 eV = 65.739 mHartree
Width from peak curvature = 1.7889 eV
Excess of W over w = 6.79 percent
gf/gn = 0.10: w = 0.3961 eV, W = 0.3980 eV, excess 0.48 percent
gf/gn = 0.25: w = 0.9456 eV, W = 0.9701 eV, excess 2.60 percent
gf/gn = 0.50: w = 1.6752 eV, W = 1.7889 eV, excess 6.79 percent
gf/gn = 1.00: w = 2.5744 eV, W = 2.8284 eV, excess 9.87 percent
Largest excess in scan = 9.87 percent at gf/gn = 1.00
Relative height 5.0 eV from peak: cut 0.00531
  Lorentzian of width gn 0.13793, of width W 0.03101
Power of x in far wing of cut = -4.000
Width after integration over emission = 4.0000 eV
Width after integration over incident energy = 6.0000 eV
Analyser width = 1.000 eV, resulting cut width = 2.1972 eV
Rule width with gf + analyser width = 2.4000 eV
Emission displaced by 0.20 eV: peak at 0.1602 eV, linear law 0.1600 eV
Emission displaced by 8.0 eV: maxima at 0.572 and 7.879 eV
Two states separated by 2.00 eV:
  emission-integrated: 1 maximum, at 1.00 eV
  cut, separate finals: 2 maxima, at 0.06 and 1.94 eV
  midpoint height / maximum, separate finals = 0.725
  cut, shared final: 1 maximum, at 0.04 eV
```
